\section*{Why the local channel of a pseudopotential matters in diffusion Monte Carlo}

\section{A large change with a small effect}

One electron is bound to a model ion core and polarized by an electric field. Its pseudopotential has an s channel and a p channel, and either may serve as the local one. In diffusion Monte Carlo the nonlocal remainder is replaced by a local function made with a trial wave function. With p local, this function has a mean of $6.42$ eV and a root-mean-square value of $8.46$ eV. With s local, the same two numbers are $-0.11$ eV and $0.90$ eV. The resulting ground-state energies nevertheless differ by only $0.41$ meV.

Two effects have to be kept apart. The choice of local channel changes the Hamiltonian, but only for angular momenta without a channel of their own. It also moves a large term between the local potential and the remainder. In the locality approximation that transfer cancels, up to a term from the high angular momenta of the trial function. Under T-moves a dependence on the choice can remain even when the trial function has no such part.

\section{What the choice changes in the Hamiltonian}

Let channels $v_0(r),\ldots,v_L(r)$ be given, and let $\hat P_l$ project onto angular momentum $l$ about the core:
\begin{equation}
(\hat P_l f)(r\mathbf n)=\frac{2l+1}{4\pi}\int P_l(\mathbf n\cdot\mathbf n')\,f(r\mathbf n')\,d\mathbf n' ,
\end{equation}
where $P_l$ is a Legendre polynomial and $\mathbf n,\mathbf n'$ are unit vectors. With channel $c$ local, the pseudopotential is
\begin{equation}
\hat V_c=v_c+\hat W_c,\qquad \hat W_c=\sum_{l=0}^{L}(v_l-v_c)\hat P_l .
\end{equation}
Define $\hat Q=1-\sum_{l\le L}\hat P_l$, which keeps the part of a function with $l>L$. Collecting the terms in $v_c$ gives
\begin{equation}
\hat V_c=\sum_{l=0}^{L}v_l\hat P_l+v_c\hat Q,
\qquad
\hat V_c-\hat V_{c'}=(v_c-v_{c'})\hat Q .
\label{eq:Q}
\end{equation}
Each $l\le L$ feels its own channel whatever the choice. Every $l>L$ feels $v_c$. If $c=L$, the highest projector left in $\hat W_c$ is $\hat P_{L-1}$; the wave $l=L$ then also feels the local potential, which is the correct one for it.

From here on $L=1$, and the Hamiltonian is
\begin{align}
\hat H_c&=-\frac{\hbar^2}{2m_e}\nabla^2+\hat V_c-eFz,\\
v_l(r)&=-\frac{Ze^2}{4\pi\epsilon_0 r}\,\mathrm{erf}\!\left(\frac ra\right)+A_l e^{-r^2/b^2}.
\end{align}
The field has strength $F$ and points along $-z$, so it pushes the electron towards $+z$. The chosen parameters are $Z=3$, $a=0.05$ nm, $b=0.08$ nm, $F=25$ V/nm, $A_s=40$ eV and $A_p=20$ eV. A hard wall at $r=0.6$ nm keeps the electron from escaping in the field. The field is far above the breakdown field of any solid; it serves only to give the wave function a visible high-$l$ part. The channels differ by
\begin{equation}
\Delta(r)=v_s-v_p=(20\ \mathrm{eV})\,e^{-r^2/b^2}>0 .
\end{equation}

Energies are lowest eigenvalues of matrices, built from a radial polynomial mesh of degree 50 and Legendre waves up to $l=8$. For the localized and T-move Hamiltonians introduced below, with one electron and a positive trial function, such an eigenvalue is what diffusion Monte Carlo would give without time-step, population or statistical error. The eigenvalues of the nonlocal $\hat H_c$ itself serve as the reference.

\section{The energy shift comes from high angular momenta}

Let $\hat H_c\psi_c=E_c\psi_c$. Take the matrix element of $\hat H_s-\hat H_p=\Delta\hat Q$ between the two ground states. Acting to the right, $\hat H_s$ gives $E_s$; acting to the left, $\hat H_p$ gives $E_p$. Hence
\begin{equation}
E_s-E_p=\frac{\langle\psi_p|\Delta\hat Q|\psi_s\rangle}{\langle\psi_p|\psi_s\rangle}.
\label{eq:shift}
\end{equation}
The variational principle also brackets the shift. Using normalized $\psi_p$ as a trial state for $\hat H_s$, and $\psi_s$ for $\hat H_p$, gives
\begin{equation}
\langle\psi_s|\Delta\hat Q|\psi_s\rangle\le E_s-E_p\le\langle\psi_p|\Delta\hat Q|\psi_p\rangle .
\end{equation}
In the example the bounds are $0.378$ and $0.486$ meV, and the shift is $0.428$ meV, or $6.85\times10^{-23}$ J.

The upper bound shows why the shift is so small. In $\psi_p$ the s, p and d weights are $0.958$, $0.041$ and $5.33\times10^{-4}$, and all higher waves add $7\times10^{-6}$. If the whole part with $l\ge2$ sat at the centre of the core, it would cost
\begin{equation}
(20\ \mathrm{eV})(5.40\times10^{-4})=10.8\ \mathrm{meV}.
\end{equation}
The actual bound is $0.486/10.8=0.045$ of this. That fraction is the mean of $e^{-r^2/b^2}$ over the high-$l$ part, which therefore lies mostly outside the core.

The field strength enters with a definite power. Without a field the ground state is an s state. Each order of perturbation theory multiplies by $z$, which connects $l$ to $l\pm1$, so the component with angular momentum $l$ starts at order $F^l$. Equation~\eqref{eq:shift} is quadratic in components with $l\ge L+1$, and therefore
\begin{equation}
E_s-E_p\propto F^{2(L+1)}\qquad\text{at leading order.}
\end{equation}
For $L=1$ this is $F^4$. The polarizability $\alpha$, defined by $E=E_0-\tfrac12\alpha F^2+\cdots$, does not depend on the choice; the next coefficient does. Comparing the computed shifts at $4$ and $8$ V/nm gives a power of $3.99$; at $1$ V/nm the shift is only about $10^{-9}$ eV. If only the s wave has its own channel, and all $l\ge1$ feel a core strength of either $40$ or $20$ eV, the power is $2.00$. The polarizability itself then depends on the choice.

The power also depends on the state. A p ground state acquires its d component at first order in $F$, so even with s and p channels given its shift can begin at $F^2$.

\section{Which choice is closer to the parent model}

Equation~\eqref{eq:Q} says that the choices differ, not which is better. That needs information about the missing channels. Let the parent model have the same s and p channels, but no core repulsion for $l\ge2$. Its energy is $-29.2060$ eV. The p-local energy lies $0.566$ meV above it and the s-local energy $0.994$ meV above it. Both choices give the d wave a repulsion that the parent lacks, and s local gives it twice as much.

The errors are not in the ratio two to one, but $0.994/0.566=1.76$. The ground-state energy is the minimum over states of an expectation value linear in the high-$l$ core strength. A minimum of linear functions is concave, so doubling the strength can at most double the energy rise. Physically, the wave function reduces its high-$l$ part in the core as the repulsion grows.

If the parent's d channel were supplied as the local potential, with projectors for s and p, the parent would be recovered, because in this model all waves with $l\ge2$ share that channel. In general, a good local channel is one that resembles the missing channels where the high-$l$ waves have weight.

\section{Why the localized remainder changes size}

Diffusion Monte Carlo uses short-time transition weights as probabilities, so they must not be negative. A nonlocal operator can violate this. The locality approximation replaces $\hat W_c$ by
\begin{equation}
w_c(\mathbf r)=\frac{(\hat W_c\psi_T)(\mathbf r)}{\psi_T(\mathbf r)},
\end{equation}
with $\psi_T$ real and positive here. For the two choices,
\begin{equation}
\hat W_p=\Delta\hat P_0,\qquad \hat W_s=-\Delta\hat P_1 .
\end{equation}
With p local, the remainder acts on the large s part of the wave function. With s local, it acts on the small p part.

Take $\psi_T=\phi(r)e^{\kappa z}$, where $\phi$ is the zero-field s function. The projectors act on angles alone, so $\phi$ cancels from $w_c$. Write $g=\kappa r$ and $t=\cos\theta$. The two projections of $e^{gt}$ are
\begin{align}
\hat P_0e^{gt}&=\frac12\int_{-1}^{1}e^{gt'}dt'=\frac{\sinh g}{g}\equiv i_0(g),\\
\hat P_1e^{gt}&=\frac{3t}{2}\int_{-1}^{1}t'e^{gt'}dt'=3t\,i_1(g),
\end{align}
where
\begin{equation}
i_1(g)=\frac{d i_0}{dg}=\frac{\cosh g}{g}-\frac{\sinh g}{g^2}.
\end{equation}
It follows that
\begin{equation}
w_p=\Delta\,i_0(g)e^{-gt},\qquad w_s=-3\Delta\,t\,i_1(g)e^{-gt}.
\label{eq:w}
\end{equation}

To average over directions at fixed $r$, use the weight $\psi_T^2\propto e^{2gt}$, whose norm is $\frac12\int e^{2gt}dt=i_0(2g)$. One factor $e^{gt}$ cancels the $e^{-gt}$ in \eqref{eq:w}; the other gives the same integrals again:
\begin{equation}
\langle w_p\rangle_r=\Delta\frac{i_0(g)^2}{i_0(2g)},\qquad
\langle w_s\rangle_r=-3\Delta\frac{i_1(g)^2}{i_0(2g)} .
\end{equation}
For small $g$, $i_0\to1$ and $i_1\to g/3$, so
\begin{equation}
\frac{\langle w_s\rangle_r}{\langle w_p\rangle_r}\to-\frac{g^2}{3}.
\end{equation}
An unpolarized s-type trial function has no s-local remainder at all, while its p-local remainder is the full $\Delta$.

In the example $\kappa=3.34\ \mathrm{nm}^{-1}$, found by minimizing the variational energy with p local. The means over all space, weighted by $\psi_T^2$, have the ratio $-0.1106/6.425=-0.017$. Setting this equal to $-g^2/3$ gives an effective $g=0.23$, or $r=0.07$ nm, a typical distance within the core.

\section{Why most of the change cancels}

The walker feels the sum $u_c=v_c+w_c=(\hat V_c\psi_T)/\psi_T$. Applying \eqref{eq:Q} to $\psi_T$ gives
\begin{equation}
u_s-u_p=\Delta\,\frac{\hat Q\psi_T}{\psi_T}.
\label{eq:cancel}
\end{equation}
To first order in $g$, equation~\eqref{eq:w} gives $w_p\simeq\Delta-\Delta gt$ and $w_s\simeq-\Delta gt$. The angular variation is the same, and the extra $\Delta$ in $w_p$ makes up for the lower local potential $v_p=v_s-\Delta$. The first surviving term is of second order:
\begin{equation}
\frac{\hat Q\psi_T}{\psi_T}
=1-\bigl[i_0(g)+3t\,i_1(g)\bigr]e^{-gt}
\simeq\frac{g^2}{2}\left(t^2-\frac13\right),
\end{equation}
which is a d wave.

Consider the point $r=0.08$ nm, $\theta=30^\circ$, where $g=0.267$ and $\Delta=20e^{-1}=7.358$ eV. Leaving out the common Coulomb term, the core potential and the remainder add up to
\begin{align}
\text{p local:}\quad &7.358+5.908=13.265\ \mathrm{eV},\\
\text{s local:}\quad &14.715-1.360=13.355\ \mathrm{eV},
\end{align}
where the sums were rounded after addition. The remainders differ by more than $7$ eV, the sums by $0.090$ eV. Equation~\eqref{eq:cancel} gives the same difference: $\hat Q\psi_T/\psi_T=0.0122$ there, and $7.358\times0.0122=0.090$ eV.

The local energy $(\hat H_c\psi_T)/\psi_T$ contains $u_c$, not $w_c$ alone. Its fluctuations therefore depend on the choice through $\hat Q\psi_T$ as well, provided the angular integrals are evaluated accurately.

\section{The locality error}

Let $E_c^{\rm LA}$ and $\Phi_c$ be the ground-state energy and wave function after localization. The error relative to $E_c$ comes from $\hat D_c=w_c-\hat W_c$. This operator is Hermitian, and $\hat D_c\psi_T=0$ by the definition of $w_c$. Taking the matrix element of $\hat D_c$ between $\psi_c$ and $\Phi_c$, and then subtracting multiples of $\psi_T$ that contribute nothing, one finds
\begin{equation}
E_c^{\rm LA}-E_c
=\frac{\langle\psi_c|\hat D_c|\Phi_c\rangle}{\langle\psi_c|\Phi_c\rangle}
=\frac{\langle\psi_c-\psi_T|\hat D_c|\Phi_c-\psi_T\rangle}{\langle\psi_c|\Phi_c\rangle}.
\end{equation}
If $\psi_T=\psi_c$ is positive, it is also the ground state of the localized Hamiltonian, and the error vanishes. For a small regular change of $\psi_T$, both differences in the numerator are of first order, so the error is of second order.

The size of $w_c$ does not appear by itself; what counts is how $\hat D_c$ acts on the error of the trial function. The choice changes this operator by
\begin{equation}
\hat D_s-\hat D_p=\Delta\frac{\hat Q\psi_T}{\psi_T}-\Delta\hat Q ,
\end{equation}
again through high angular momenta alone.

The quadratic law appears when the p-local ground state is multiplied by $\exp(\pm\varepsilon r\cos\theta/b)$ and used as the trial function. Averaging over the two signs removes the odd powers of $\varepsilon$. The mean error is $9.73$ meV at $\varepsilon=0.10$ and $2.43$ meV at $\varepsilon=0.05$, a ratio of $4.00$.

A second trial function isolates the role of $\hat Q$:
\begin{equation}
\psi_T=\phi(r)\,[1+\tanh(\kappa r)\cos\theta].
\end{equation}
It has s and p parts only and is positive inside the wall, because $\tanh(\kappa r)<1$. Since $\hat Q\psi_T=0$, the two localized Hamiltonians are identical. Both give $-29.2044$ eV, although the true energies still differ by $0.428$ meV. The locality errors must differ by this amount, and they do: $1.070-0.642=0.428$ meV. The s-local error is smaller because the s-local reference energy lies higher, closer to the common result. Measured from the parent, both calculations are wrong by the same $1.64$ meV.

With the exponential trial function the errors are $0.587$ meV for p local and $0.570$ meV for s local. The s-local remainder is nearly ten times smaller in root mean square, yet its error, measured from $E_s$, is only three per cent below the p-local error, measured from $E_p$. From the parent, the total errors are
\begin{align}
\text{p local:}\quad &0.566+0.587=1.153\ \mathrm{meV},\\
\text{s local:}\quad &0.994+0.570=1.564\ \mathrm{meV}.
\end{align}
The choice with the larger remainder is the more accurate one here. Its Hamiltonian error is smaller by $0.428$ meV, while its localization error is larger by only $0.017$ meV. This order belongs to the optimized $\kappa$. With $\kappa=5\ \mathrm{nm}^{-1}$ the locality errors are $13.03$ meV for p local and $12.17$ meV for s local, and s local is then the closer to the parent.

\section{T-moves lose the exact cancellation}

T-moves localize only the part of the nonlocal kernel that would give negative transition weights. For positive $\psi_T$ this is its positive part, $\hat W_c^+$. The negative part, $\hat W_c^-$, is kept as real jumps of the electron. At fixed $r$, with $\gamma$ the angle between the old and new directions, the kernels are
\begin{equation}
W_p=\frac{\Delta}{4\pi},\qquad W_s=-\frac{3\Delta}{4\pi}\cos\gamma .
\end{equation}
For $\Delta>0$ the p-local kernel is positive everywhere. All of it is localized, and T-moves reduce to the locality approximation. The s-local kernel is split: jumps with $\cos\gamma>0$ are kept, and the half with $\cos\gamma<0$ is localized.

The kept half multiplies a wave of angular momentum $l$ by
\begin{equation}
\lambda_l=-\frac{3\Delta}{2}\int_0^1 t\,P_l(t)\,dt,\qquad
\lambda_0=-\frac34\Delta,\quad \lambda_1=-\frac12\Delta,\quad \lambda_2=-\frac{3}{16}\Delta .
\end{equation}
The full operator $-\Delta\hat P_1$ gives zero on an s wave, so the localized half must multiply it by $+\frac34\Delta$. The s-local remainder is small on a nearly spherical function because two large halves cancel. T-moves treat these halves differently, so the small size of $w_s$ no longer measures what has been localized.

The T-move energy is an upper bound to $E_c$. Write $x$ for the position and $q=f/\psi_T$ for any real function $f$. Then
\begin{multline}
\left\langle f\left|\frac{\hat W_c^+\psi_T}{\psi_T}-\hat W_c^+\right|f\right\rangle\\
=\frac12\iint W_c^+(x,x')\psi_T(x)\psi_T(x')\,[q(x)-q(x')]^2\,dx\,dx'\ge0 .
\end{multline}
On expanding the square, the two squared terms are equal by symmetry and give the localized potential; the cross term gives $-\hat W_c^+$. The bound refers to the chosen $\hat H_c$, not to the parent model.

The errors relative to $E_c$, in meV, are:
\begin{center}
\begin{tabular}{llcc}
trial function & local & locality & T-moves\\
exponential & p & 0.587 & 0.587\\
exponential & s & 0.570 & 0.680\\
s and p parts & p & 1.070 & 1.070\\
s and p parts & s & 0.642 & 0.932
\end{tabular}
\end{center}
For the trial function with s and p parts only, the two T-move energies differ by $0.29$ meV, although the locality approximation gives equal energies. With the exponential trial function they differ by $0.52$ meV, against $0.41$ meV in the locality approximation. These differences are still far below the eV-size change of the remainder, but they grow for a poorer trial function: with $\kappa=0$ the locality energies coincide while the T-move energies differ by $12.4$ meV. The sign of $\Delta$ matters too. If $\Delta$ were negative, the whole p-local kernel would be negative, nothing would be localized, and T-moves would give $E_p$ without a localization error.

\section{Several electrons}

With several electrons, $\hat W_c$ becomes a sum over electrons and cores, and \eqref{eq:Q} holds for each term. The trial function then usually has nodes, which bring a fixed-node error of their own, and the sign rule for T-moves involves the ratio of $\psi_T$ at the two positions. High angular momenta can enter when the surroundings or a correlation factor distort the wave function about a core, as $e^{\kappa z}$ does here.

Two questions therefore need separate answers: whether the local channel describes the waves without a channel of their own, and how large the localization error is for the trial function and algorithm in use. For fixed channels, comparing the sizes of the two remainders settles neither. This was computed here for one electron with a nodeless trial function. The channel difference itself still matters, since $\hat D_c$ is proportional to it: with $A_p=0$ instead of $20$ eV, and $\kappa$ optimized again, both locality errors are about $75$ meV.
